# Resistance of a Half-Crystallized Phase-Change Plug: Layers versus Columns

**Question**

I am trying to understand intermediate states in a phase-change memory cell. My model cell is a straight plug, 50 nm long with a 50 nm × 50 nm cross-section, between two flat metal contacts. The amorphous material has a thousand times the resistivity of the crystalline material. Fully crystalline, the plug has a resistance of 4 kΩ; fully amorphous, 4 MΩ.

Suppose a partial set pulse crystallizes exactly half of the volume. I would expect a resistance about midway between the two end values. Is that right, or does it matter where the crystalline half sits? If it matters, can the arrangement change the resistance by a lot, or is it a modest correction?

**Answer**

It matters a great deal. The crystalline fraction tells you how much good conductor there is, but not whether the current can use it. Two simple arrangements show this, and they turn out to be the extremes for your plug.

**Setting up the plug**

Let the plug have length \(L\) and uniform cross-sectional area \(A\). The contacts cover the end faces completely, each at one potential, and no current leaves through the side walls. Both phases are ohmic, with resistivities \(\rho_c\) (crystalline) and \(\rho_a=k\rho_c\) (amorphous). For now the contacts themselves add no resistance.

I take \(\rho_c=0.02\ \Omega\,\mathrm{cm}\) and \(\rho_a=20\ \Omega\,\mathrm{cm}\), so \(k=1000\). With \(L=5\times10^{-6}\) cm and \(A=2.5\times10^{-11}\) cm²,

\[
R_c=\frac{\rho_cL}{A}=\frac{0.02\times5\times10^{-6}}{2.5\times10^{-11}}\ \Omega=4\ \mathrm{k\Omega},
\qquad R_a=kR_c=4000\ \mathrm{k\Omega}.
\]

These are your two end values. Let \(f\) be the crystalline volume fraction.

**Layers across the current**

First let the phases form flat layers, each filling the whole cross-section. All the current \(I\) must pass through every layer. The current density is \(I/A\) throughout, and the voltages add. The crystalline layers have total thickness \(fL\), the amorphous ones \((1-f)L\), so

\[
V=I\frac{\rho_a(1-f)L}{A}+I\frac{\rho_c fL}{A},
\qquad R_s(f)=(1-f)R_a+fR_c .
\]

Only the total thicknesses enter; the number and order of the layers do not. At \(f=1/2\),

\[
R_s=\frac{R_a+R_c}{2}=\frac{4000+4}{2}\ \mathrm{k\Omega}=2002\ \mathrm{k\Omega}.
\]

So your expectation is correct for this arrangement, if "midway" means the arithmetic mean.

**Columns along the current**

Now let each phase form a column running from one contact to the other. The potential \(\phi=Vz/L\), with \(z\) measured along the plug, meets both contact conditions. It gives the same axial field \(V/L\) in both columns and no sideways field, so no current crosses the wall between them. The columns are therefore resistors in parallel.

The crystalline column has area \(fA\) and conductance \(fA/(\rho_cL)=f/R_c\). The amorphous column has conductance \((1-f)/R_a\). Adding the currents gives

\[
\frac1{R_p(f)}=\frac{1-f}{R_a}+\frac f{R_c}.
\]

At \(f=1/2\),

\[
\frac1{R_p}=\frac{R_a+R_c}{2R_aR_c},
\qquad
R_p=\frac{2R_aR_c}{R_a+R_c}
=\frac{2\times4000\times4}{4004}\ \mathrm{k\Omega}=7.992\ \mathrm{k\Omega}.
\]

This is almost \(2R_c\): half of the crystalline cross-section remains, and the amorphous column contributes very little.

**The size of the geometry effect**

Dividing the two results and then putting \(R_a=kR_c\),

\[
\frac{R_s}{R_p}=\frac{R_a+R_c}{2}\,\frac{R_a+R_c}{2R_aR_c}
=\frac{(R_a+R_c)^2}{4R_aR_c}=\frac{(1+k)^2}{4k}.
\]

For \(k=1000\) this is \(1001^2/4000=250.5\), or 2.40 decades. The material, volume fraction and outer dimensions are the same in both cases.

Since \((1+k)^2=(k-1)^2+4k\), the ratio can also be written

\[
\frac{R_s}{R_p}=1+\frac{(k-1)^2}{4k}.
\]

It equals 1 when the phases have equal resistivity, as it must, and approaches \(k/4\) for large contrast. The effect exceeds a factor of 100 only if the contrast is large enough. Setting the ratio to 100 gives

\[
(1+k)^2=400k,\qquad k^2-398k+1=0,\qquad k=199+\sqrt{199^2-1}\approx398,
\]

where the larger root is the one with \(k>1\).

**Midway on which scale?**

Resistances spanning three decades can also be plotted on a logarithmic axis. The midpoint is then the geometric mean, \(\sqrt{R_aR_c}=126.5\) kΩ, and neither arrangement lies there. Multiplying the two half-filled results gives

\[
R_sR_p=\frac{R_a+R_c}{2}\,\frac{2R_aR_c}{R_a+R_c}=R_aR_c ,
\]

so they lie symmetrically about the logarithmic midpoint. If 0 denotes \(R_c\) and 1 denotes \(R_a\) on the logarithmic axis, the columns are at 0.100 and the layers at 0.900.

We can also ask what fraction would put each geometry at the midpoint. Measure resistance in units of \(R_c\), so that the target is \(\sqrt k\). For layers,

\[
(1-f)k+f=\sqrt k,\qquad
f=\frac{k-\sqrt k}{k-1}
=\frac{\sqrt k(\sqrt k-1)}{(\sqrt k-1)(\sqrt k+1)}
=\frac{\sqrt k}{\sqrt k+1}=0.9693 .
\]

For columns,

\[
\frac{1-f}{k}+f=\frac1{\sqrt k},\qquad
1-f+kf=\sqrt k,\qquad
f=\frac{\sqrt k-1}{k-1}=\frac1{\sqrt k+1}=0.0307 .
\]

The same 126.5 kΩ can thus mean 97% crystalline or 3% crystalline. A resistance reading does not give the fraction unless the geometry is known.

**Why these are the extremes**

Any other half-and-half arrangement in this plug has a resistance between \(R_p\) and \(R_s\). The proof compares the heat dissipated by the true current flow with that of simple trial flows.

*Lower bound.* Let \(\sigma=1/\rho\) be the local conductivity and \(\phi\) the true potential, equal to \(V\) on one contact and 0 on the other. Take a continuous trial potential \(\psi=\phi+u\) with the same contact values, so \(u=0\) on both contacts. Then

\[
\int\sigma|\nabla\psi|^2dV_{\rm ol}
=\int\sigma|\nabla\phi|^2dV_{\rm ol}
+2\int\sigma\nabla\phi\cdot\nabla u\,dV_{\rm ol}
+\int\sigma|\nabla u|^2dV_{\rm ol}.
\]

Integrate the middle term by parts. Its volume part contains \(\nabla\cdot(\sigma\nabla\phi)\), which vanishes because charge does not accumulate in steady flow. Its surface part vanishes on the contacts because \(u=0\), and on the side walls because no current crosses them. At internal boundaries the contributions from the two sides cancel, since \(u\) and the normal current are continuous. The last term cannot be negative, so the true potential gives the least dissipation, \(V^2/R\). The trial \(\psi=Vz/L\) then gives

\[
\frac{V^2}{R}\le\frac{V^2}{L^2}\int\sigma\,dV_{\rm ol}
=\frac{V^2}{L^2}\,AL\,\frac{\sigma_a+\sigma_c}{2}
=\frac{V^2}{R_p},
\]

and hence \(R\ge R_p\).

*Upper bound.* Let \(\mathbf J=-\sigma\nabla\phi\) be the true current density, carrying total current \(I\). Take a trial flow \(\mathbf J+\mathbf j\) that also conserves charge, respects the side walls and carries the same total current. The cross term in its dissipation is

\[
2\int\rho\,\mathbf J\cdot\mathbf j\,dV_{\rm ol}
=-2\int\nabla\phi\cdot\mathbf j\,dV_{\rm ol}
=-2\oint\phi\,\mathbf j\cdot d\mathbf S=0 .
\]

The second equality uses \(\nabla\cdot\mathbf j=0\). The surface integral vanishes because \(\phi\) is constant on each contact, the net flow of \(\mathbf j\) through each contact is zero, and none crosses the side walls. The true flow therefore has the least dissipation, \(I^2R\). A uniform axial trial current gives

\[
I^2R\le\frac{I^2}{A^2}\int\rho\,dV_{\rm ol}
=\frac{I^2}{A^2}\,AL\,\frac{\rho_a+\rho_c}{2}=I^2R_s ,
\]

and hence \(R\le R_s\).

As a numerical test, current continuity was solved on a grid for 40 random patterns. Each had 50 crystalline and 50 amorphous blocks in a 10 × 10 array, uniform in the third direction. All 40 resistances fell between the bounds.

**A thin cap can undo a good column**

Start with the two equal columns. Make the top 5 nm amorphous across the full cross-section and the bottom 5 nm crystalline. The crystalline fraction is still \(0.8\times0.5+0.1=0.5\), but the crystalline path no longer reaches the top contact.

Two estimates bracket the result. Imagine perfectly conducting sheets at the inner faces of the cap and base. They restrict the allowed potentials, which raises the minimum dissipation at fixed voltage and so lowers the resistance:

\[
R_{\rm low}=0.1R_a+0.8R_p+0.1R_c=406.8\ \mathrm{k\Omega}.
\]

Alternatively, extend the wall between the columns through cap and base as an insulating sheet. This restricts the allowed currents and raises the resistance. Each side has area \(A/2\), so the two sides have resistances

\[
2(0.1R_a+0.9R_c)=807.2\ \mathrm{k\Omega},\qquad
2(0.9R_a+0.1R_c)=7200.8\ \mathrm{k\Omega},
\]

which in parallel make 725.8 kΩ. The grid solution lies between these bounds: 608 kΩ with 1 nm cells and 607 kΩ with 0.5 nm cells. The sharp corners slow the convergence, and meshes refined toward them settle at about 606 kΩ. That is about 76 times the resistance of the uncapped columns, at the same crystalline fraction. The 5 nm break in the crystalline path makes the difference.

**What a read pulse sees**

At a read voltage of 0.1 V, the layered plug carries \(0.1\ \mathrm V/2002\ \mathrm{k\Omega}=0.050\) μA and the columns carry 12.5 μA.

The fields differ too. In the layered plug the amorphous half takes a share \(R_a/(R_a+R_c)=0.9990\) of the voltage across 25 nm, so its field is 0.040 MV/cm. In the columns the field is \(V/L=0.020\) MV/cm in both phases.

Amorphous phase-change material switches abruptly to a conducting state above a threshold field. With a rough value of 0.5 MV/cm, a 25 nm layer would switch at about 1.25 V, so for the layered plug the 0.1 V read is well below threshold. The 5 nm cap has much less margin: at the same threshold field it would switch near 0.25 V.

Ohm's law can begin to fail earlier. In a simple hopping model, a field \(F\) lowers the barrier for forward hops over a distance \(d\) by \(qFd/2\) and raises it equally for backward hops. Here \(q\) is the elementary charge, \(k_B\) Boltzmann's constant and \(T\) the temperature. The net current is proportional to

\[
e^x-e^{-x}=2\sinh x,\qquad x=\frac{qFd}{2k_BT}.
\]

At low field this becomes \(2x\), so the current exceeds its ohmic value by a factor \(\sinh x/x\). For \(d=5\) nm, a rough choice, and 300 K, the factor is 1.025 in the layered plug: a 2.5% correction. If the full 0.1 V fell across the 5 nm cap, its mean field would be 0.20 MV/cm and the factor 1.75. The output calls this field an upper estimate; that holds for the mean, but near the corner of the crystalline column the local field is higher. The assumed hop is also as long as the cap is thick, so the formula is only indicative here: with \(d=2\) nm the factor would be 1.10. The roughly 606 kΩ above is therefore a low-voltage resistance, and a 0.1 V read could find a smaller one.

The crystalline column also heats up. With its ends held at ambient temperature and no heat lost sideways, the temperature rise \(\theta\) obeys \(\kappa\theta''=-(V/L)^2/\rho_c\), where \(\kappa\) is the thermal conductivity. The solution that vanishes at both ends is

\[
\theta(z)=\frac{V^2}{2\kappa\rho_cL^2}\,z(L-z),
\qquad \theta(L/2)=\frac{V^2}{8\kappa\rho_c}.
\]

For a rough \(\kappa=0.005\) W/(cm K), the peak is \(0.01/(8\times0.005\times0.02)=12.5\) K. Sideways heat loss would reduce it; electrodes that warm up would add to it. For this heating, the label "upper estimate" in the output therefore applies only while the ends stay at ambient temperature.

**How far this carries over to a real cell**

The resistivities are rough values in the regime of Ge-Sb-Te memory materials, where both depend on composition and thermal history. The factor 250 belongs to the ideal plug. Two of its assumptions are examined below: perfect contacts and a fixed contrast of 1000. In addition, a real cell may have a small heater contact beneath a wider film, so the current spreads out. The upper bound derived here then no longer applies, because the uniform trial current would have to cross the part of the bottom face that has no contact. The lower bound still holds for a film of length \(L\) and uniform area \(A\), since the trial potential \(Vz/L\) still meets both contact conditions. The question of a continuous crystalline path remains.

*Contacts.* Take a rough contact resistivity \(r=10^{-7}\ \Omega\,\mathrm{cm^2}\), equal for both phases. Two contacts add \(2r/A=8\) kΩ to the layered plug, giving 2010 kΩ. The crystalline column has only half the area, so its contacts add 16 kΩ to its own 8 kΩ. The 1 nm grid gives 23.9 kΩ for the whole columnar plug. That grid does not resolve the amorphous contact length \(r/\rho_a=0.05\) nm, and meshes refined toward the contacts give 23.8 kΩ. Either way the ratio falls to about 84.

That result depends on the equal-contact assumption. Suppose instead that each phase's contact resistivity is proportional to its bulk resistivity, \(r=\alpha\rho L\), with the same number \(\alpha\) for both. With one contact on each phase, the layered plug has resistance

\[
\frac{R_a+R_c}{2}+\alpha(R_a+R_c)=(1+2\alpha)R_s .
\]

Each column's resistance is also multiplied by \(1+2\alpha\). The voltage divides in the same proportion in both columns, so there is still no sideways current, and the ratio returns to 250.5.

*Temperature.* Let the amorphous resistivity be thermally activated with a rough energy of 0.3 eV, and hold the crystalline resistivity fixed. Between 300 K and 85 °C (358.15 K) the amorphous resistivity drops by a factor

\[
\exp\!\left[\frac{0.3\ \mathrm{eV}}{k_B}\left(\frac1{300\ \mathrm K}-\frac1{358.15\ \mathrm K}\right)\right]=6.58 .
\]

The contrast becomes 152 and the geometry ratio 38.5, with ideal contacts. Geometry still matters strongly, but by less than two orders of magnitude.

*Drift.* The amorphous resistance also creeps upward with time after switching. If it grows as time to the power 0.1, a rough exponent, six decades of time multiply it by \(10^{0.6}=3.98\). With the crystalline resistivity fixed at its room-temperature value and ideal contacts, the ratio rises to about 996.

So for your ideal plug, "half crystallized" can mean anything from 8 kΩ to 2 MΩ. The fraction alone does not predict the resistance. You also need the arrangement: whether the crystalline regions connect the contacts, how wide and how long the connecting path is, how thick any amorphous break is, and how much crystalline area faces it. The numerical output below lists the main computed values.

## Calculated quantities

```
Plug length and side: 50 nm, 50 nm
Crystalline resistivity (rough): 0.02 ohm cm
Amorphous resistivity (rough): 20 ohm cm
Resistivity contrast k: 1000
Fully crystalline Rc: 4.000 kohm
Fully amorphous Ra: 4000.0 kohm
Half crystallized, layers: 2002.0 kohm
Half crystallized, columns: 7.992 kohm
Ratio layers/columns: 250.5
Ratio in decades: 2.40
Linear midpoint of Ra and Rc: 2002.0 kohm
Logarithmic midpoint: 126.5 kohm
Log position (0=Rc, 1=Ra), layers: 0.900
Log position (0=Rc, 1=Ra), columns: 0.100
Crystalline fraction at log midpoint, layers: 0.9693
Crystalline fraction at log midpoint, columns: 0.0307
Contrast needed for ratio 100: 398.0
Random half-fillings inside bounds: 40 of 40
Cap and base thickness: 5 nm
Capped plug crystalline fraction: 0.50
Capped columns, 1 nm grid: 608 kohm
Capped columns, 0.5 nm grid: 607 kohm
Capped columns, lower bound: 406.8 kohm
Capped columns, upper bound: 725.8 kohm
Capped/uncapped columns: 76
Read voltage: 0.1 V
Read current, layers: 0.0500 uA
Read current, columns: 12.51 uA
Voltage share of amorphous layer: 0.9990
Field in amorphous layer: 0.0400 MV/cm
Field in columns: 0.0200 MV/cm
Threshold field (rough): 0.5 MV/cm
Threshold voltage of amorphous layer: 1.25 V
Contact resistivity (rough): 1e-07 ohm cm2
Layers with contacts: 2010.0 kohm
Columns with contacts: 23.86 kohm
Ratio with contacts: 84.3
Room and hot temperature: 300 K, 358.15 K
Amorphous activation energy (rough): 0.3 eV
Amorphous resistivity drop when hot: factor 6.58
Hot contrast: 152
Hot ratio layers/columns: 38.5
Hopping distance (rough): 5 nm
Hopping current enhancement, layer: 1.025
Field in cap, upper estimate: 0.20 MV/cm
Hopping current enhancement, cap: 1.75
Thermal conductivity (rough): 0.005 W/(cm K)
Peak read heating of column, upper estimate: 12.5 K
Drift exponent (rough) and time decades: 0.1, 6
Amorphous resistance drift: factor 3.98
Ratio after drift: 996
```
